# Why hcp bands pair up over the whole hexagonal zone face

## Definitions and conventions

The model is one electron in a static potential,
$$H=\frac{p^2}{2m}+V(\mathbf r),\qquad V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.$$
$V$ is real, independent of spin, and has the periods of the hcp lattice, with constants $a$ and $c$. There is no spin-orbit coupling and no magnetism. Spin is not counted in multiplicities until it enters the Hamiltonian.

Write $\mathbf r=(\boldsymbol\rho,z)$ and $\mathbf G=(\mathbf g,l)$, where $\mathbf g$ is the in-plane part and $2\pi l/c$ the component along $z$. In three-index notation $\mathbf G=(h,k,l)$, so the reflection (0001) is $(0,0,1)$. The origin is an inversion centre. The two atoms of the cell sit at $\pm\boldsymbol\tau$, with $\boldsymbol\tau=(1/3,2/3,1/4)$ in lattice units. The hcp crystal is invariant under the screw
$$S:\ (\boldsymbol\rho,z)\to(-\boldsymbol\rho,\,z+c/2),$$
which carries the atom at $\boldsymbol\tau$ to $(-1/3,-2/3,3/4)$, the site $-\boldsymbol\tau$ displaced by one period $c$.

A Bloch vector is $\mathbf k=(\boldsymbol\kappa,k_z)$, and the hexagonal zone face is $k_z=\pi/c$. The claim is that on this face every level has even multiplicity, whatever the strength of $V$. Bands 1 and 2 therefore coincide there, as do bands 3 and 4, and so on.

## First contribution: direct Bragg coupling

For free electrons, the waves
$$|a\rangle=|\boldsymbol\kappa,\pi/c\rangle,\qquad |b\rangle=|\boldsymbol\kappa,-\pi/c\rangle$$
have equal energy. They differ by the reciprocal vector (0001). To first order they split by $2|V_{001}|$.

For two identical, inversion-symmetric atoms,
$$V_{\mathbf G}=\tfrac12 v(G)\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)=v(G)\cos(\mathbf G\cdot\boldsymbol\tau).$$
For (0001) the phase is $2\pi/4=\pi/2$, so $V_{001}=0$. In real space, the standing waves $\cos(\pi z/c)$ and $\sin(\pi z/c)$ both have squared amplitude $1/2$ on the atomic planes $z=\pm c/4$. Neither is favoured.

This removes the first-order gap only. An electron can still go from $a$ to $b$ through an intermediate wave, using two reflections whose coefficients do not vanish.

## Second contribution: detours through one wave

Invariance under the screw restricts all the coefficients. Inserting $S\mathbf r$ into the Fourier series gives
$$V(S\mathbf r)=\sum_{\mathbf g,l}V_{\mathbf g,l}\,e^{-i\mathbf g\cdot\boldsymbol\rho}\,e^{2\pi i l z/c}\,e^{i\pi l}.$$
Equating the coefficient of the wave $(-\mathbf g,l)$ with that in $V(\mathbf r)$,
$$V_{-\mathbf g,l}=(-1)^l V_{\mathbf g,l}.\tag{1}$$
The choice $\mathbf g=0$, $l$ odd, gives $V_{00l}=0$. The missing (0001) coefficient is thus one case of a wider rule.

The second-order coupling is
$$M=\sum_m\frac{V_{am}V_{mb}}{E-\varepsilon_m},\tag{2}$$
where $\varepsilon_m$ is a kinetic energy, $V_{am}$ is the coefficient at the difference of the two wave vectors, and $m$ excludes $a$ and $b$. Let $m=(\boldsymbol\kappa+\mathbf g,q)$. On the face $q$ is an odd multiple of $\pi/c$, hence never zero. The two steps use
$$a-m=(-\mathbf g,l_1),\quad l_1=\frac{c}{2\pi}\left(\frac{\pi}{c}-q\right),\qquad m-b=(\mathbf g,l_2),\quad l_2=\frac{c}{2\pi}\left(\frac{\pi}{c}+q\right),$$
so $l_1+l_2=1$.

The partner wave $m'=(\boldsymbol\kappa+\mathbf g,-q)$ is distinct from $m$ and has the same kinetic energy. Replacing $q$ by $-q$ exchanges $l_1$ and $l_2$. Applying (1) to each factor,
$$V_{am'}V_{m'b}=V_{-\mathbf g,l_2}V_{\mathbf g,l_1}=(-1)^{l_1+l_2}\,V_{\mathbf g,l_2}V_{-\mathbf g,l_1}=-V_{am}V_{mb}.$$
The detours cancel in pairs and $M=0$. The individual detours need not be zero; their signs are tied together by the screw.

## All higher contributions: an antiunitary symmetry

Let $K$ be complex conjugation, which is time reversal without spin, and let $(S\psi)(\mathbf r)=\psi(S^{-1}\mathbf r)$. Define $A=KS$. Since $V$ is real and invariant under $S$, $A$ commutes with $H$. On a plane wave,
$$S\,e^{i(\boldsymbol\kappa\cdot\boldsymbol\rho+qz)}=e^{i(-\boldsymbol\kappa\cdot\boldsymbol\rho+qz)}e^{-iqc/2},$$
and conjugation then gives
$$A|\boldsymbol\kappa,q\rangle=e^{iqc/2}|\boldsymbol\kappa,-q\rangle.\tag{3}$$
Thus $A$ sends $k_z$ to $-k_z$ and keeps $\boldsymbol\kappa$. These are the same Bloch vector when $2k_z$ is a multiple of $2\pi/c$, that is, on the planes $k_z=0$ and $k_z=\pi/c$.

What separates the two planes is the square of $A$. The operator $S$ is real, so $K$ commutes with it and $A^2=K^2S^2=S^2$. Two screws make a translation by $c$:
$$(A^2\psi)(\mathbf r)=\psi(\boldsymbol\rho,z-c)=e^{-ik_zc}\psi(\mathbf r).$$
At $k_z=0$, $A^2=+1$ and no doubling follows. At $k_z=\pi/c$, $A^2=-1$.

An antiunitary operator obeys $\langle Ax|Ay\rangle=\langle y|x\rangle$. Let $X$ be any Hermitian operator commuting with $A$. On the face,
$$\langle\psi|XA\psi\rangle=\langle AXA\psi|A\psi\rangle=\langle XA^2\psi|A\psi\rangle=-\langle X\psi|A\psi\rangle=-\langle\psi|XA\psi\rangle,$$
so
$$\langle\psi|XA\psi\rangle=0.\tag{4}$$
With $X=1$, $\psi$ and $A\psi$ are orthogonal. If $\psi$ is an eigenstate of $H$, so is $A\psi$, with the same energy.

Even multiplicity needs one more step. Suppose $\phi$ belongs to the same level and is orthogonal to $\psi$ and $A\psi$. Then $\langle A\psi|A\phi\rangle=\langle\phi|\psi\rangle=0$. Since $\psi=-A(A\psi)$, also $\langle\psi|A\phi\rangle=-\langle\phi|A\psi\rangle=0$. Hence $\phi$ and $A\phi$ form a further pair orthogonal to the first, and the level is exhausted in pairs. This proof contains no expansion in $V$ and no condition on $\boldsymbol\kappa$, so it covers the whole face. Nor does it use inversion.

To connect this with perturbation theory, let $P$ project on $\{a,b\}$ and $Q$ on all other waves. Eliminating the $Q$ part of the Schrödinger equation leaves a $2\times2$ problem with kinetic energy $\varepsilon_a$ and effective coupling
$$U(E)=V_{PP}+V_{PQ}(E-H_{QQ})^{-1}V_{QP},\tag{5}$$
for real $E$ away from the eigenvalues of $H_{QQ}$. By (3), $A|a\rangle=i|b\rangle$, so $A$ maps the $P$ space to itself and the $Q$ space to itself. Therefore $U$ commutes with $A$. Equation (4) with $X=U$ and $\psi=a$ gives $iU_{ab}=0$. Moreover,
$$U_{bb}=\langle Aa|UAa\rangle=\langle Aa|A\,Ua\rangle=\langle Ua|a\rangle=U_{aa}.$$
Each term in the expansion of (5) in powers of $V$ is also Hermitian and commutes with $A$. The cancellation thus holds separately in every order. The pair shifts, but it does not split.

## A case where first-order couplings are strong

At the point L, $\boldsymbol\kappa=\mathbf b_1/2$, where $\mathbf b_1$ is the in-plane reciprocal basis vector. Two more waves, $a'=(-\boldsymbol\kappa,\pi/c)$ and $b'=(-\boldsymbol\kappa,-\pi/c)$, have the same kinetic energy as $a$ and $b$. Formula (2) would have vanishing denominators, so the four waves must be treated together.

Let $u=V_{100}$ and $w=V_{101}$. For the inversion-symmetric crystal the coefficients are real and $V_{\mathbf G}=V_{-\mathbf G}$. Rule (1) then gives $V_{10\bar1}=V_{\bar101}=-V_{101}=-w$. The block coupling $(a,b)$ to $(a',b')$ is
$$B=\begin{pmatrix}u&w\\-w&u\end{pmatrix},\qquad BB^{T}=(u^2+w^2)\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$
There is no coupling within $(a,b)$ or within $(a',b')$, because $V_{001}=0$. The squared energy shifts are the eigenvalues of $BB^T$, so the levels lie at $\pm\sqrt{u^2+w^2}$ from the free value, each twice. Strong Bragg reflection separates one pair from another and leaves each pair intact.

## Weighing the terms in a model metal

Take $a=0.32$ nm, $c=0.52$ nm and $Z=2$ valence electrons per atom, with the screened empty-core form factor
$$v(G)=-\frac{Ze^2}{\varepsilon_0\Omega_{\rm at}}\frac{\cos(Gr_c)}{G^2+k_s^2},\qquad k_s^2=\frac{3ne^2}{2\varepsilon_0E_F},\qquad v(0)\to0.$$
Here $\Omega_{\rm at}$ is the volume per atom, $r_c=0.075$ nm the core radius, and $n=86.7$ nm$^{-3}$ the electron density. The free-electron Fermi energy is $E_F=7.145$ eV and $k_s=18.2$ nm$^{-1}$. Setting $v(0)$ to zero fixes the energy origin.

The form factor at (0001) is $-2.04$ eV, by far the largest in magnitude among the four shortest reflections (the others are $0.24$, $0.41$ and $0.55$ eV at $(1,0,0)$, $(0,0,2)$ and $(1,0,1)$), yet its structure factor removes it. The surviving coefficients include $V_{100}=-0.120$ eV and $V_{101}=-0.479$ eV. In the four-wave model at L they give a shift of $\sqrt{0.120^2+0.479^2}=0.494$ eV either way.

At a general face point, $\mathbf k=(0.3,0.1,0.5)$ in reciprocal basis vectors, the free energy of $a$ and $b$ is 3.937 eV. Diagonalization with 190 plane waves gives the four lowest levels as 3.578, 3.578, 9.414 and 9.414 eV. The contributions at this point are:

- **Direct coupling:** zero.
- **Largest single detour:** $-12.27$ meV, through the wave displaced from $a$ by $(\bar1,0,1)$. Its partner, displaced by $(\bar1,0,\bar2)$, gives $+12.27$ meV.
- **Second order:** the magnitudes of all detours add to 266 meV, while their signed sum is zero to rounding.
- **Third order:** the magnitudes add to 261 meV, and the signed sum again vanishes to rounding.
- **Full diagonal term:** $U_{aa}=-0.359$ eV, which accounts for the shift $3.578-3.937=-0.359$ eV.

The magnitudes hardly decrease from second to third order at the 150 eV cutoff, and at 450 eV they increase, from 281 to 304 meV. Smallness of the third order therefore cannot explain the degeneracy; the signs do.

Over 25 points spread across the face, the largest splitting within any pair was $8\times10^{-13}$ eV, which is numerical rounding. Raising the plane-wave cutoff from 150 to 250 eV lowers the lowest level at the general point by 15 meV, and going on to 600 eV lowers it by 31 meV in all. Absolute energies at the 150 eV cutoff are therefore uncertain by a few hundredths of an eV, but the pairing is not affected, because a cutoff in kinetic energy keeps both $q$ and $-q$.

A harsher case uses random Fourier coefficients that obey (1) but have no inversion symmetry. The lowest level then moves by $-6.7$ eV, and the pairs still agree within $4\times10^{-13}$ eV.

## Removing the screw but not the structure-factor zero

Give the atoms at $\pm\boldsymbol\tau$ relative strengths $1\pm\delta$. With $\theta=\mathbf G\cdot\boldsymbol\tau$,
$$V_{\mathbf G}=\tfrac v2\left[(1+\delta)e^{-i\theta}+(1-\delta)e^{i\theta}\right]=v(\cos\theta-i\delta\sin\theta).$$
The screw is lost, and $V_{001}=-i\delta v(001)$. For $\delta=0.1$ the first-order gap is $2\times0.1\times2.04=0.41$ eV; diagonalization gives 0.50 eV.

Now delete the coefficients at $\pm(0001)$ by hand. The direct coupling is zero again, just as in hcp. For a detour with phases $\theta_1$ and $\theta_2$, the product of the two bracketed factors is
$$\cos\theta_1\cos\theta_2-\delta^2\sin\theta_1\sin\theta_2-i\delta\sin(\theta_1+\theta_2).$$
The two steps add up to (0001), so $\theta_1+\theta_2=\pi/2$. Then $\cos(\theta_1+\theta_2)=0$ makes $\cos\theta_1\cos\theta_2=\sin\theta_1\sin\theta_2$, and the real part becomes $(1-\delta^2)\cos\theta_1\cos\theta_2$. This has the hcp form and cancels between partners. In the imaginary part the sine equals 1 for every detour, so partners add:
$$M=-i\delta\sum_m\frac{v(G_1)v(G_2)}{E-\varepsilon_m}.\tag{6}$$
The second-order diagonal shifts of $a$ and $b$ remain equal, because the mirror $z\to c/2-z$ survives and exchanges the two waves. The gap is therefore $2|M|$ to second order.

Formula (6), with $v(001)$ set to zero in the sum and $E$ set to the free energy, gives a gap $2|M|$ of 180 meV; diagonalization gives 103 meV. The difference comes from higher orders: with the potential reduced to 1% of its strength, the ratio of gap to formula is 0.992. These values are for the 150 eV cutoff; at 450 eV the diagonalized gaps, with and without the (0001) coefficient, become 0.51 eV and 112 meV. A vanishing (0001) coefficient thus coexists with a gap of about 0.1 eV once the screw is absent.

## Removing time reversal but not the screw

The screw alone sends $\boldsymbol\kappa$ to $-\boldsymbol\kappa$, so at a general face point it relates two different Bloch vectors. Add the term
$$H_1=\eta\,\frac{c}{2\pi\hbar}\,(Vp_z+p_zV).$$
It is invariant under $S$, which changes neither $V$ nor $p_z$, but it is odd under $K$. With $\eta=0.2$ the pair at the general point splits by 178 meV at the 150 eV cutoff. The value converges slowly (193 meV at 450 eV), but what matters here is that it is not zero. Together with the previous control, this shows that neither ingredient of $A$ secures the pairing by itself; the proof rests on their product.

## Leaving the face

At $k_z=\pi/c+\Delta k$ the perturbation linear in $\Delta k$ is $\hbar\Delta k\,p_z/m$. Conjugation reverses $p_z$ and the screw does not, so $Ap_z=-p_zA$. Hence
$$\langle A\psi|p_zA\psi\rangle=-\langle A\psi|Ap_z\psi\rangle=-\langle p_z\psi|\psi\rangle=-\langle\psi|p_z\psi\rangle.$$
Within a doublet the matrix of $p_z$ is traceless, with eigenvalues $\pm p_0$. If $p_0\neq0$, the levels separate linearly, by $2\hbar|\Delta k|p_0/m$.

For free electrons $p_0=\hbar\pi/c$. At $k_z=0.9\,\pi/c$ and the same $\boldsymbol\kappa$, this gives 0.556 eV; the model metal gives 0.549 eV. Where $p_0\neq0$, the two bands cross the face along $k_z$ with finite slope and can be followed as one band in a zone of doubled height. The point H is an exception: there $p_0=0$ for bands 1 and 2, and in the model metal they are still equal at $k_z=0.98\,\pi/c$ and $0.9\,\pi/c$ on the vertical line through H.

## The neglected term that splits the pairs: spin-orbit coupling

With spin but no spin-orbit coupling, each twofold face level above becomes fourfold. Once spin-orbit coupling is switched on, inversion $\mathcal P$ combined with time reversal $\Theta$ still guarantees two equal levels, but not four.

The splitting can be sized with a term $\zeta\,\mathbf L\cdot\mathbf s$ acting on Gaussian p orbitals of width 0.12 nm at each atom, with $\zeta=5$ meV. The overlap of a p orbital with a plane wave is proportional to a component of its wave vector, so the coupling between waves $\mathbf K$ and $\mathbf K'$ is proportional to
$$-i\,(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma\,\cos[(\mathbf K-\mathbf K')\cdot\boldsymbol\tau].$$
Between $a$ and $b$ the cosine vanishes, as it did for $V_{001}$. The splitting at a general point thus needs a detour that combines spin-orbit coupling with $V$ or with itself. For bands 1 and 2 it comes out as 0.12 meV at the point used above; other pairs have splittings of their own.

On the line A–L the fourfold level survives. The mirror $\mu:z\to c/2-z$ satisfies $\mu^2=-1$ with spin, so its eigenvalues are $\pm i$. The products $\mu\mathcal P$ and $\mathcal P\mu$ differ by a translation $c$, which is $-1$ on the face, so $\mu\mathcal P\Theta=-\mathcal P\Theta\mu$. If $\mu\psi=i\psi$, then
$$\mu\,\mathcal P\Theta\psi=-\mathcal P\Theta(i\psi)=+i\,\mathcal P\Theta\psi,$$
and both members of this pair carry the same eigenvalue. The vertical mirror containing A–L and the atoms anticommutes with $\mu$ through its action on spin. It therefore yields a second pair with eigenvalue $-i$ at the same energy. At the one point computed on this line, $\boldsymbol\kappa=0.3\,\mathbf b_1$, the splitting is zero to rounding.

Towards H, along A–H, the splitting of bands 1 and 2 grows from 0.01 meV a quarter of the way out to 1.17 meV at nine tenths. The last value becomes 1.16 meV at a 250 eV cutoff. Closer to H the splitting keeps growing, to 2.6 meV at 0.95 of the way and 6.2 meV at H itself.

These splittings depend strongly on the assumed orbital width. For widths of 0.08, 0.12 and 0.20 nm, the value at the general point is 0.06, 0.12 and 0.01 meV, and the value at nine tenths of the way to H is 0.75, 1.17 and 0.09 meV. The splitting thus first rises and then falls as the orbital widens. They indicate a scale and are not predictions for a particular metal.

## Beside a real metal

The lattice constants, valence and spin-orbit strength are rough values in the regime of magnesium; the local potential is a model and does not reproduce that metal's bands. It omits self-consistency, nonlocal pseudopotential terms and correlation beyond static screening. None of these splits the pairs as long as the resulting one-electron Hamiltonian keeps the screw and time reversal. The assumption that a real nonmagnetic hcp crystal breaks is the absence of spin-orbit coupling, which here, with an orbital width of 0.12 nm, moves the splitting of bands 1 and 2 from zero to between 0.01 and about 6 meV at the sampled points off A–L, the largest value being at H. At 300 K, $k_BT=26$ meV, and an assumed scattering time of 20 fs gives $\hbar/\tau_s=33$ meV, so such a splitting would be blurred. A free-electron estimate from magnesium's room-temperature resistivity gives a shorter time, near 10 fs, and hence more blurring.

In a clean, cold crystal it can matter for orbits in a magnetic field. A rough criterion for electrons to cross a gap $\Delta$ as if it were absent is $\hbar eB/m\approx\Delta^2/E_F$, or
$$B\approx\frac{m\Delta^2}{\hbar eE_F}.$$
For $\Delta=1.17$ meV this gives about 1.7 mT. The state with this splitting lies about 0.5 eV below the model's Fermi level, which is near 6.8 eV, so the field indicates a scale only. The Fermi level meets bands 1 and 2 at about 0.95 of the way from A to H, where the splitting is about 2.5 meV and the formula gives about 8 mT. At 1.7 mT an electron also needs about 3 ns between collisions to turn through one radian of its orbit, so in most samples a field strong enough to reveal orbits is already far above this value. Above such fields, orbits that meet the face at a gap of this size follow the joined band of the doubled zone. The criterion assumes velocities of the order of the Fermi velocity, so it underestimates the field very close to H, where $p_0$ goes to zero. While the spin-orbit term is weak, a general-point splitting grows in proportion to $\zeta$, and the field as $\zeta^2$. With everything else held fixed, a hundredfold larger $\zeta$ brings the splitting at the general point to about 7 meV, less than the 12 meV that strict proportion would give.

## Values computed for the example and the checks

```
a = 0.32 nm, c = 0.52 nm, core radius = 0.075 nm
valence = 2 per atom, cutoff = 150 eV, waves = 190
cell volume = 0.04611 nm^3, density = 86.74 nm^-3
free-electron Fermi energy = 7.145 eV
screening wave number = 18.15 nm^-1
pi/c = 6.042 nm^-1
(h,k,l)=(0, 0, 1): form factor -2.0357 eV, V_G -0.0000 eV
(h,k,l)=(1, 0, 0): form factor 0.2405 eV, V_G -0.1203 eV
(h,k,l)=(0, 0, 2): form factor 0.4112 eV, V_G -0.4112 eV
(h,k,l)=(1, 0, 1): form factor 0.5529 eV, V_G -0.4788 eV
face point in b1,b2,b3 units: (0.3, 0.1, 0.5)
free energy of waves a and b = 3.9367 eV
lowest four levels there (eV): [3.5776 3.5776 9.4144 9.4144]
shift of lowest level for cutoff 250 eV = 14.76 meV
largest splitting in any pair, 25 face points = 8.3e-13 eV
bands 1,2 at A (eV): [1.0552 1.0552]
bands 1,2 at L (eV): [5.6604 5.6604]
bands 1,2 at H (eV): [7.1116 7.1116]
splitting at kz = 0.9 pi/c = 0.5494 eV, free 0.5563 eV
largest detour via G = [-1, 0, 1]: -12.2669 meV
its partner via G = [-1, 0, -2]: 12.2669 meV
order 2: sum of |paths| 265.666 meV, net 5.8e-14 meV
order 3: sum of |paths| 260.992 meV, net 4.6e-14 meV
effective coupling U_aa = -0.3591 eV
effective coupling |U_ab| = 1.6e-16 eV
random potential: lowest level shifted by -6.69 eV
random potential: largest pair splitting 4.1e-13 eV
unequal atoms, delta = 0.1: gap = 499.80 meV
same, (0001) coefficient deleted: gap = 102.921 meV
second-order formula 2|M| = 180.367 meV
gap/formula with potential times 0.01 = 0.9921
time reversal broken, screw kept: gap = 178.456 meV
spin-orbit strength = 5.0 meV, width = 0.12 nm
spin-orbit splitting at the face point = 0.1174 meV
spin-orbit splitting on A-L = 3.5e-10 meV
on A-H at 0.25, 0.5, 0.75, 0.9 of the way (meV): [0.0099 0.0825 0.352  1.1698]
largest sampled splitting = 1.1698 meV
rough breakdown field for it = 1.65 mT
kT at 300 K = 25.85 meV
hbar/scattering time (20 fs) = 32.9 meV
```
